Time for Millionfold Growth of an Avalanche Fed by Ions

**Problem**

A short burst of electrons leaves the cathode of a plane gas gap held at constant voltage. The electrons ionise the gas on their way to the anode, the ions drift back to the cathode, and there they release the next group of electrons. Each such ion-transit generation multiplies the current by μ = 1.1 and lasts τ = 2 µs. Nothing outside the gap supplies further electrons.

(a) How long does the current take to grow by a factor G = 10⁶?

(b) What fixes μ and τ in a real gap, and how far can the answer to (a) be trusted there?

"Current" means the electron current leaving the cathode, averaged over one generation. I₀ is its value in the starting burst and Iₙ its value n generations later.

**A tempting solution**

Feedback in a gas gap suggests a geometric series. The burst gives I₀, its ions add μI₀, their successors add μ²I₀, and so on. After n generations the current would then be

Sₙ = I₀(1 + μ + μ² + … + μⁿ) = I₀(μⁿ⁺¹ − 1)/(μ − 1).

Setting Sₙ = GI₀ gives

μⁿ⁺¹ = 1 + G(μ − 1) = 100 001,

n = ln(100 001)/ln(1.1) − 1 ≈ 119.8.

The next whole number is 120 generations, or 240 µs.

**Where it fails**

Test the formula on the first generation. It gives S₁ = I₀(1 + 1.1) = 2.1 I₀, but the problem says that one generation multiplies the current by 1.1. The series has added currents that do not flow at the same time. When the second group of electrons leaves the cathode, the first has already reached the anode, and the ions that released the second group have been neutralised. What the sum measures, once multiplied by τ, is the total electron charge that has left the cathode since the start.

The series does answer another question. If a lamp releases a further I₀ in every generation, the current obeys

Iₙ₊₁ = μIₙ + I₀,

and repeated substitution gives the sum Sₙ. For large n, Sₙ is close to I₀μⁿ·μ/(μ − 1) = 11 I₀μⁿ. The steady source therefore puts the current a factor of 11 ahead of the burst, worth ln 11/ln 1.1 ≈ 25 generations. The wrong solution is short by that amount: at generation 120 the burst-started current has grown by about 9 × 10⁴, not 10⁶.

**Solution of (a)**

Without a source the rule is Iₙ₊₁ = μIₙ. Applying it n times gives

Iₙ = μⁿI₀.

Set Iₙ/I₀ = G and take logarithms of both sides:

n ln μ = ln G, so n = ln G/ln μ.

Each generation lasts τ, hence

t = τ ln G/ln μ.

With the given numbers,

n = 13.8155/0.09531 = 144.95,

t = 2 µs × 144.95 = 289.9 µs ≈ 0.29 ms.

If the current is inspected once per generation, n must be a whole number. After 144 generations the growth is 9.13 × 10⁵, still too small; after 145 it is 1.0045 × 10⁶. The target is first met at 290 µs.

The same law can be written as I = I₀ exp(st), with

s = ln μ/τ = 0.0477 per µs,

and a doubling time ln 2/s = 14.5 µs. The rate is not 0.1/τ = 0.05 per µs, because ten percent per generation is compounded once per generation, not continuously. Using 0.1 in place of ln 1.1 would give 276 µs, about 5 percent too short.

Two limits show how the result behaves. For μ = 1 + ε with small positive ε, ln μ ≈ ε and t ≈ τ ln G/ε, which grows without bound as the threshold μ = 1 is approached. For μ < 1 the logarithm is negative and the current dies away. The target G enters weakly: a further factor of ten costs τ ln 10/ln μ ≈ 48 µs, whatever the current already reached, as long as μ stays constant.

**Solution of (b): what fixes μ**

Let x be the distance from the cathode, d the gap, and α the mean number of ionisations per unit length made by one electron. In a uniform field α is constant, and the mean number N of electrons descended from one cathode electron obeys

dN/dx = αN, N(0) = 1, so N(x) = exp(αx).

At the anode there are exp(αd) electrons. All but the first came from ionisation, so exp(αd) − 1 ions were made. If each ion releases on average γ electrons at the cathode,

μ = γ[exp(a) − 1], a = αd.

Breakdown of the gap is the condition μ = 1.

For a concrete gap take rough typical values for argon between metal electrodes: pressure p = 3.5 Torr, d = 0.3 cm, γ = 0.07, and the usual fit

α = Ap exp(−Bp/E), A = 12 per cm Torr, B = 180 V per cm Torr,

where E = V/d is the field. From μ = 1.1,

exp(a) = 1 + 1.1/0.07 = 16.71, a = 2.816.

Multiplying the fit by d gives a = Apd exp(−Bpd/V), and solving for V,

V = Bpd/ln(Apd/a) = 189 V/ln(12.6/2.816) = 126.1 V.

The same calculation with μ = 1 gives a breakdown voltage of 123.5 V. A multiplication of 1.1 thus needs an overvoltage of only 2.15 percent, which makes the growth time very sensitive to voltage. To find the sensitivity, differentiate:

da/dV = a·Bpd/V², dμ/da = γ exp(a).

Multiply the two and then by V/μ:

d ln μ/d ln V = [exp(a)/(exp(a) − 1)]·a·(Bpd/V) = 1.064 × 2.816 × 1.50 ≈ 4.5.

One percent of voltage shifts ln μ by about 0.045, nearly half of its value 0.095. With τ held fixed, the full formula gives μ = 1.0515 and t = 550 µs at one percent lower voltage, and μ = 1.1503 and t = 197 µs at one percent higher voltage. The two changes are unequal because t varies as 1/ln μ.

**What fixes τ**

Ions are born throughout the gap, so they do not all return after the same delay. The number born between x and x + dx is α exp(αx) dx, and an ion with constant drift speed v returns after x/v. Neglecting for now the much shorter flight of the electrons, the mean delay is

τ = (1/v) ∫₀ᵈ x α exp(αx) dx / ∫₀ᵈ α exp(αx) dx.

Put u = αx. The upper integral becomes (1/α)∫₀ᵃ u exp(u) du, and integration by parts gives

∫₀ᵃ u exp(u) du = a exp(a) − [exp(a) − 1].

The lower integral is exp(a) − 1. Dividing, and using 1/α = d/a,

τ = (d/v)·[1/(1 − exp(−a)) − 1/a].

For small a the bracket tends to 1/2, since ions are then born evenly across the gap. For large a it tends to 1, since nearly all are born near the anode. Here it is 0.709. If the mean delay is 2 µs, the full-gap transit takes 2/0.709 = 2.82 µs and the ion speed is

v = 0.3 cm/2.82 µs = 1.06 × 10⁵ cm/s.

The distinction matters. If 2 µs were instead the full-gap transit time, with μ unchanged, every delay would shrink by the factor 0.709 and the growth would take about 205 µs.

**Does the spread of delays matter?**

Let j(t) be the cathode electron current density. Electrons leaving now were released by ions whose parent electrons left a time x/v earlier:

j(t) = ∫₀ᵈ γα exp(αx) j(t − x/v) dx.

Insert j = exp(st) and cancel exp(st):

1 = γα ∫₀ᵈ exp[(α − s/v)x] dx = γα [exp(kd) − 1]/k, k = α − s/v.

This equation fixes the true rate s. Its relation to the simple law follows by writing the integral as an average over the delays θ = x/v. Their total weight is μ, so

1 = μ⟨exp(−sθ)⟩.

The exponential is convex, so its average is at least the exponential of the average: ⟨exp(−sθ)⟩ ≥ exp(−sτ). Therefore 1 ≥ μ exp(−sτ), or sτ ≥ ln μ. At fixed mean delay, a spread can only speed up the growth: early ions gain more than late ones lose.

The gain is small here. The root of the equation gives ln G/s = 288.3 µs, against 289.9 µs from the simple law. Stepping the delayed equation forward in time, and measuring a millionfold rise after the starting transient had faded, gave 288.2 µs.

Electron flight acts the other way. An electron must travel the distance x before it makes the ion that travels x back, so each delay grows by the factor 1 + v/vₑ. With a rough electron speed vₑ = 2 × 10⁷ cm/s this is half a percent, and the time becomes 289.8 µs. The two corrections nearly cancel for these numbers.

**Feedback that does not wait for ions**

Photons from the avalanche can also release cathode electrons. Take first the idealised case in which they arrive without delay. Suppose they supply a tenth of the feedback while the total stays at 1.1: μ_ph = 0.11 and μ_ion = 0.99. Each electron released by an ion then starts a prompt chain 1 + μ_ph + μ_ph² + …, which converges because μ_ph < 1. The growth per ion generation is

μ_eff = μ_ion/(1 − μ_ph) = 0.99/0.89 = 1.112,

and, with one common ion delay of 2 µs, the time falls to 259.5 µs. The threshold is unmoved, since μ_eff = 1 means μ_ion + μ_ph = 1, but above it the growth is faster. The given factor of 1.1 must therefore be the growth per ion transit with any prompt feedback already included. In the argon gap above the photons are not really prompt: the resonance lines near 105 and 107 nm are reabsorbed many times before reaching the cathode, which by a rough estimate delays them by one to several microseconds. The 259.5 µs is therefore the limit for untrapped light, and feedback slower than the ions lengthens the growth instead.

**Too few electrons at the start**

The law Iₙ = μⁿI₀ describes averages. To size the fluctuations, let each electron ionise independently with probability α dx in dx. The probability Pₙ(x) of having n electrons at x then changes by gain from n − 1 and loss from n:

dPₙ/dx = α(n − 1)Pₙ₋₁ − αnPₙ.

With q = exp(−αx), so that dq/dx = −αq, the solution starting from one electron is

Pₙ = q(1 − q)ⁿ⁻¹.

Substitution confirms it: both sides equal α(n − 1)q²(1 − q)ⁿ⁻² − αq(1 − q)ⁿ⁻¹.

At the anode q = exp(−a), and there are m = n − 1 ions. Let each release one electron with probability γ and none otherwise. The generating function f(z), the average of z raised to the number of successors, is

f(z) = Σₘ q(1 − q)ᵐ(1 − γ + γz)ᵐ = q/[q + (1 − q)γ(1 − z)].

Divide above and below by q and use γ(1 − q)/q = γ[exp(a) − 1] = μ:

f(z) = 1/[1 + μ(1 − z)].

Its derivatives at z = 1 are f′ = μ and f″ = 2μ². The mean number of successors is μ, and the variance is f″ + f′ − f′² = μ + μ².

The chance z that the line of one electron dies out satisfies z = f(z), because all its successors' lines must die out independently. This gives

μz² − (1 + μ)z + 1 = (z − 1)(μz − 1) = 0.

The chance of extinction by generation n is found by applying f repeatedly, starting from 0. Since f is increasing, this sequence rises to the smaller root, 1/μ = 0.909 for μ > 1. Simulated lines followed for 145 generations died out in a fraction 0.906 of cases. A single electron thus usually fails to start the growth, although the average grows.

Now start with N₀ electrons. The variance Wₙ of the number in generation n obeys

Wₙ₊₁ = μ²Wₙ + (μ + μ²)N₀μⁿ.

The first term carries the old variance forward, and the second adds the fresh randomness of N₀μⁿ electrons on average. Divide by μ²ⁿ⁺² and sum from W₀ = 0. For large n,

Wₙ/μ²ⁿ → N₀[(μ + μ²)/μ²]·[1 + 1/μ + 1/μ² + …] = N₀(μ + 1)/(μ − 1).

Division by N₀² gives the squared relative spread:

(relative spread)² = (μ + 1)/[(μ − 1)N₀] = 21/N₀.

For N₀ = 100 the spread is 46 percent of the mean, and simulation gave the same. Expressed as time, the simulated scatter is 10.8 µs, about 4 percent of the growth time. The spread is set mostly in the early generations, when the electrons are few.

**Too many ions at the end**

Let the 100 starting electrons be spread over 100 cm² of cathode, and treat the current as uniform over that area. Their current density over one generation is 8.0 × 10⁻¹⁴ A/cm², and after millionfold growth j = 8.0 × 10⁻⁸ A/cm². Ions are produced at the rate j[exp(a) − 1] per unit area, in units of charge, and stay on average for τ. Neglecting the ten percent growth during one generation, the ion charge in flight is

Q = 8.0 × 10⁻⁸ × 15.71 × 2 × 10⁻⁶ = 2.5 × 10⁻¹² C/cm².

By Gauss's law the field at the cathode exceeds that at the anode by Q/ε₀ ≈ 28 V/cm, or about 7 percent of the mean field of 420 V/cm.

For a uniform current this changes μ very little. At fixed voltage the field change δE satisfies ∫δE dx = 0. The undistorted field is uniform, so dα/dE is the same everywhere, and the first-order change of ∫α dx vanishes. The second-order change is ½α″∫δE² dx, where differentiating the fit twice gives

α″ = α(Bp/E³)(Bp/E − 2).

Here Bp/E = 1.50, so α″ is negative and ionisation is slightly reduced. The distorted field gives μ = 1.0995 instead of 1.1. The delay τ is not protected in this way: the stronger field near the cathode moves ion birth toward it and shortens τ at first order, here by about one percent, which slightly outweighs the fall of μ in the growth rate. With ten times as many starting electrons on the same area, linear scaling would give a field difference of about 280 V/cm; allowing the field to act back on the ionisation lowers this to about 240 V/cm, with μ near 1.06. That is no longer a small correction, and constant μ could not be assumed up to the end. The uniform current is itself an idealisation. Only about nine of the 100 starting lines are expected to survive, and if diffusion alone spreads them sideways, the current stays patchy. Where it is several times denser than average, space charge lowers μ sooner than this estimate suggests. In this gap, millionfold growth at constant μ has to fit between chance at the start and space charge at the end.

**The numbers beside a real gap**

The calculated ion speed corresponds to a mobility of 253 cm²/Vs in the gap. Scaled to standard gas density, with the gas taken at 300 K, this is 1.06 cm²/Vs. Argon ions in argon have reduced mobilities of this order, but at the high reduced field of this gap (about 370 Td) the usual value is nearer 0.85 to 0.9 cm²/Vs. The generation time of this gap would then be closer to 2.5 µs and the growth about 20 percent slower, so 2 µs is right in size only. The breakdown voltage of 123.5 V is on the low side; the minimum usually quoted for argon is about 137 V, though it depends on the cathode surface. One omission acts in that direction: an electron must first fall through roughly 16 V, about 0.04 cm of this gap, before it can ionise at all. This changes the voltage needed for a given μ much more directly than the growth time once μ and τ are given. It also makes the avalanches more regular than in the model used above, where an electron can ionise again at once, so on this account the 46 percent spread is expected to be an overestimate. The extinction chance 0.909, the nine surviving lines and the 4 percent scatter in time rest on the same model and carry the same caveat.

Constant voltage is an assumption too. At the end of the growth the electron current arriving at the anode is exp(a) times the cathode electron current. If the growth during one ion transit is neglected, this is also the total gap current: 16.71 × 8.0 × 10⁻⁸ A/cm² × 100 cm² ≈ 0.13 mA. A series resistor of 10 kΩ would then take 1.3 V, about half of the voltage by which the gap exceeds breakdown, and the last part of the growth would slow down. An error of one percent in the voltage throughout moves the answer from 290 µs to 550 or 197 µs, far more than the spread of ion delays does. For the stated μ and τ, the value 0.29 ms is firm if the burst contains many electrons; with 100 it scatters, in the avalanche model used here, by about 4 percent from burst to burst, and a single electron usually starts no lasting growth. For a gap specified by its voltage, the value is no better than the knowledge of the small excess over breakdown. The full set of values is in the numerical output below.

Calculated quantities

```
multiplication per generation: 1.1
generation time: 2.0 us
target growth factor: 1e+06
ln(G): 13.8155
ln(mu): 0.09531
generations, real number: 144.95
growth time: 289.9 us = 0.290 ms
whole generations: 145
time of whole generations: 290 us
growth one generation earlier: 9.1316e+05
growth at whole generations: 1.0045e+06
exponential rate: 0.04766 per us
doubling time: 14.55 us
steady source, generations: 120
steady source, time: 240 us
pressure: 3.5 Torr
gap: 0.3 cm
electrons per ion gamma: 0.07
ionisation constant A: 12 per cm Torr
ionisation constant B: 180 V per cm Torr
alpha*d: 2.816
ions per cathode electron: 15.71
voltage for mu = 1.1: 126.1 V
breakdown voltage, mu = 1: 123.5 V
overvoltage: 2.15 percent
field: 420 V/cm
field over pressure: 120 V per cm Torr
mean delay / full transit: 0.709
full-gap ion transit: 2.82 us
ion drift speed: 1.06e+05 cm/s
ion mobility in the gap: 253 cm2/Vs
reduced mobility (gas at 300 K): 1.06 cm2/Vs
time with spread of delays, root: 288.3 us
time with spread, simulated: 288.2 us
electron speed, rough: 2e+07 cm/s
time with spread and electron flight: 289.8 us
photon share of feedback: 0.1
time with prompt photons: 259.5 us
mu at 1 percent lower voltage: 1.0515
time at 1 percent lower voltage: 550 us
mu at 1 percent higher voltage: 1.1503
time at 1 percent higher voltage: 197 us
starting electrons: 100
electrode area: 100 cm2
extinction from one electron, formula: 0.909
extinction from one electron, simulated: 0.906
extinction from all starters: 7.3e-05
relative current spread, formula: 0.458
relative current spread, simulated: 0.460
scatter of growth time, simulated: 10.8 us
initial cathode electron current: 8.01e-14 A/cm2
final cathode electron current: 8.01e-08 A/cm2
final field difference across gap: 28.4 V/cm
field difference / mean field: 6.8 percent
mu with final space charge: 1.09946
```
